\section*{Knudsen temperature jump and neutral gas heating between partially accommodating walls, part 2}

A plasma heats a monatomic gas at the rate $Q$ per unit volume between two parallel walls, a distance $L$ apart and both at $T_w$. There is no flow, and the pressure $p$ is uniform. We ask how the gas temperature depends on energy transfer at the walls. Units are SI, $k$ is Boltzmann's constant, $m$ the molecular mass, $n$ the number density, $K$ the thermal conductivity, $q$ the heat flux into a wall, and $\Gamma$ the number of molecules striking unit wall area per unit time.

The energy accommodation coefficient is
\begin{equation}
\alpha=\frac{E_i-E_r}{E_i-E_w}.
\label{eq:alpha}
\end{equation}
Here $E_i$ and $E_r$ are the incident and reflected energy fluxes, and $E_w$ is the flux that would leave if the same number of molecules came off as a Maxwellian at $T_w$.

The opening case was a gas at one uniform temperature $T_g$, with small $\alpha$:
\begin{equation}
T_g-T_w=\frac{1}{\alpha}\,\frac{q}{2k\Gamma}.
\label{eq:simple}
\end{equation}
For the model gas used below, at $p=1$~Pa and $\alpha=0.1$, this gave 188~K with $\Gamma$ evaluated at $T_w$.

In a gas that conducts heat, the velocity distribution $f$ is not exactly the local Maxwellian $f_M$. In the BGK model, collisions drive $f$ towards $f_M$ in a relaxation time $\tau$. With $v_0=\sqrt{2kT/m}$, $\mathbf c=\mathbf v/v_0$ and $z$ pointing towards the wall, the bulk distribution is
\begin{equation}
f=f_M\left[1+a\,c_z\left(c^2-\frac52\right)\right],\qquad
a=-\frac{\tau v_0}{T}\frac{dT}{dz}.
\label{eq:ce}
\end{equation}

Maxwell's approximation uses this distribution right up to the wall for the incoming molecules. It neglects the Knudsen layer, the few mean free paths next to the surface where the distribution changes. Half of the heat flux then arrives with the incident molecules:
\begin{equation}
E_i=2kT_g\Gamma+\frac q2 .
\label{eq:Ei}
\end{equation}
The resulting temperature jump corresponds to the length
\begin{equation}
g=\frac{2-\alpha}{2\alpha}\,\frac{K}{2k\Gamma}
=\frac{2-\alpha}{\alpha}\,\frac{K\sqrt{2\pi mkT_g}}{4kp}.
\label{eq:g}
\end{equation}

\subsection{Symbols and results carried over}

A monatomic gas at uniform pressure $p$ fills the gap $L$ between walls at $T_w$. It is heated at the rate $Q$ per volume and has thermal conductivity $K$ and molecular mass $m$. Each wall receives the heat flux $q=QL/2$. The gas temperature extrapolated to the wall is $T_g$, the energy accommodation coefficient is $\alpha$, and $v_0=\sqrt{2kT/m}$. The first half gave
\begin{equation}
T_g-T_w=\frac{2-\alpha}{2\alpha}\,\frac{q}{2k\Gamma},\qquad
\Gamma=\frac{p}{\sqrt{2\pi mkT_g}},
\label{eq:jump2}
\end{equation}
for $q\ll pv_0$ and without the Knudsen layer. The equivalent jump length is $g=K(T_g-T_w)/q$.

\subsection{Adding conduction inside the gas}

The simple case assumed one temperature across the gap. With finite conductivity, let $x$ run from one wall to the other. Energy conservation with constant $K$ reads
\begin{equation}
K\frac{d^2T}{dx^2}=-Q .
\end{equation}
Two integrations, with $T=T_g$ at $x=0$ and $x=L$, give
\begin{equation}
T(x)=T_g+\frac{Q}{2K}\,x(L-x).
\end{equation}
The slope at $x=0$ is $QL/(2K)$, which reproduces $q=QL/2$. At the centre $x(L-x)=L^2/4$, and therefore
\begin{equation}
T_c=T_g+\frac{QL^2}{8K}.
\label{eq:centre}
\end{equation}
The wall jump shifts the whole parabola upwards without changing its shape. For $K\to\infty$ the parabola flattens and the uniform gas returns.

\subsection{Solving for the gas temperature}

The flux $\Gamma$ depends on $T_g$, so equation~\eqref{eq:jump2} is not yet solved. Let $\Gamma_w=p/\sqrt{2\pi mkT_w}$ be the flux evaluated at the wall temperature, and define
\begin{equation}
b=\frac{2-\alpha}{2\alpha}\,\frac{QL/2}{2k\Gamma_w}.
\label{eq:b}
\end{equation}
This is the jump one would find by ignoring the change of $\Gamma$. Since $\Gamma=\Gamma_w\sqrt{T_w/T_g}$ at fixed pressure,
\begin{equation}
T_g-T_w=b\sqrt{\frac{T_g}{T_w}} .
\end{equation}
With $r=\sqrt{T_g/T_w}$, division by $T_w$ turns this into $r^2-(b/T_w)\,r-1=0$. The product of the two roots is $-1$, so one root is positive:
\begin{equation}
\sqrt{\frac{T_g}{T_w}}=\frac{b}{2T_w}+\sqrt{1+\left(\frac{b}{2T_w}\right)^2}.
\label{eq:root}
\end{equation}

Both terms on the right grow with $b$. The factor $(2-\alpha)/(2\alpha)=1/\alpha-1/2$ falls as $\alpha$ rises. At fixed $Q$ and $p$, lower accommodation therefore raises $T_g$, and by equation~\eqref{eq:centre} it raises $T_c$ by the same amount.

For $b\ll T_w$, insert $r\approx1+b/(2T_w)$ into $r^2=1+(b/T_w)r$ to obtain
\begin{equation}
T_g-T_w\approx b+\frac{b^2}{2T_w}.
\end{equation}
The second term is positive. At fixed pressure a hotter gas is more dilute and strikes the wall less often, which impedes cooling and heats the gas further. If the density next to the wall were fixed instead, $\Gamma$ would grow as $\sqrt{T_g}$ and the jump would be smaller than the linear estimate.

\subsection{When the wall controls the temperature}

Let $g_w$ be the jump length evaluated at $T_w$, so that $b=(QL/2)\,g_w/K$. The ratio of the linear jump to the conduction rise is
\begin{equation}
\frac{b}{QL^2/(8K)}=\frac{QL}{2}\,\frac{g_w}{K}\,\frac{8K}{QL^2}=\frac{4g_w}{L}.
\label{eq:ratio}
\end{equation}
The wall dominates when $g_w>L/4$. Since $g_w\propto(2-\alpha)/(\alpha p)$, low pressure and low accommodation both lead there. At small $\alpha$ the range $g_w\gg L$ is the uniform gas of the opening case, provided a molecule collides many times in the gas before the wall accommodates it, that is, as long as $L$ stays large compared with $\alpha$ times the mean free path. Near $\alpha=1$ the same limit would need a mean free path much longer than the gap, where the formula no longer holds.

The effect of pressure depends on what is held fixed. At fixed $Q$ the conduction rise is independent of $p$, because $K$ is, while $b\propto1/p$: lower pressure gives hotter gas. If the heating is proportional to the gas density and the temperature rise is small, then $Q\propto p$, $b$ is independent of pressure, and the conduction rise decreases in proportion to $p$. As long as $L$ is well above $v_0\tau$, the gas then does not become hotter as the pressure is lowered, but the wall jump forms a growing share of a smaller total. In a gas much hotter than the wall the density is reduced, and such heating is weaker than $Q\propto p$ assumes. In both cases a lower $\alpha$ means a hotter gas.

\subsection{Two different walls}

A substrate and a chamber wall may accommodate differently. For small temperature rises, let $R_1$ and $R_2$ be the thermal resistances $g_w/K$ of the walls at $x=0$ and $x=L$, and let $q_1$ and $q_2=QL-q_1$ be the heat fluxes into them. The surface values of the gas temperature are
\begin{equation}
T(0)=T_w+q_1R_1,\qquad T(L)=T_w+(QL-q_1)R_2 .
\end{equation}
Inside the gas $dT/dx=(q_1-Qx)/K$, hence
\begin{equation}
T(L)-T(0)=\frac{q_1L}{K}-\frac{QL^2}{2K}.
\end{equation}
Equating the two expressions for $T(L)-T(0)$ and collecting $q_1$,
\begin{equation}
q_1=QL\,\frac{R_2+L/(2K)}{R_1+R_2+L/K}.
\end{equation}
Equal walls give $QL/2$, as before. For $R_2\to\infty$ the second wall insulates and $q_1\to QL$. A poorly accommodating surface thus diverts heat to the other wall.

\subsection{Numbers for a model gas}

Return to the two equal walls and the gas with $m=40$ atomic mass units, $K=0.020~\mathrm{W\,m^{-1}\,K^{-1}}$, $T_w=300$~K, $L=5$~cm and $Q=500~\mathrm{W\,m^{-3}}$. These are round model parameters, and the values of $\alpha$ below are chosen to show the trend, not taken from measurements. The value $\alpha=0.1$ is low for a gas of this mass: a single hard-sphere collision with a surface atom of mass $M$ at rest transfers on average the fraction $2mM/(m+M)^2$ of the energy, which is 0.3 to 0.5 for $M$ between 27 and 184 atomic mass units. The rows with $\alpha=0.1$ should not be read as typical of such a gas on common wall materials. The wall flux is $q=500\times0.05/2=12.5~\mathrm{W\,m^{-2}}$, and the conduction rise is
\begin{equation}
\frac{QL^2}{8K}=\frac{500\times(0.05)^2}{8\times0.020}~\mathrm K=7.8~\mathrm K .
\end{equation}

At $p=1$~Pa, $2k\Gamma_w=0.664~\mathrm{W\,m^{-2}\,K^{-1}}$. For $\alpha=0.1$ the prefactor is $1.9/0.2=9.5$, and
\begin{equation}
b=9.5\times\frac{12.5}{0.664}~\mathrm K\approx179~\mathrm K,\qquad
\frac{b}{2T_w}=0.298 .
\end{equation}
Equation~\eqref{eq:root} then gives
\begin{equation}
\sqrt{\frac{T_g}{T_w}}=0.298+\sqrt{1+0.298^2}=1.341,\qquad
T_g=300\times1.341^2~\mathrm K\approx540~\mathrm K .
\end{equation}
The jump is 240~K and the centre is at about 548~K. The opening estimate of 188~K was 5\% above $b$, because it lacked the factor $1-\alpha/2$. It fell short of the jump because it ignored the drop of $\Gamma$ in the hot gas.

The same steps give the following values.

\begin{center}
\begin{tabular}{cccc}
$p$ (Pa) & $\alpha$ & $T_g-T_w$ (K) & $T_c$ (K)\\
\hline
50 & 1.0 & 0.2 & 308\\
50 & 0.3 & 1.1 & 309\\
50 & 0.1 & 3.6 & 311\\
5 & 1.0 & 1.9 & 310\\
5 & 0.3 & 11 & 319\\
5 & 0.1 & 38 & 346\\
1 & 1.0 & 10 & 317\\
1 & 0.3 & 58 & 366\\
1 & 0.1 & 240 & 548
\end{tabular}
\end{center}

At 50~Pa the accommodation coefficient changes the centre temperature by only about 3~K over the range shown. Even for $\alpha=0.1$, $g_w$ is 5.7~mm, less than $L/4=12.5$~mm, so conduction inside the gas gives the larger part of the small rise. At 1~Pa and $\alpha=0.1$ it is 286~mm, and $4g_w/L\approx23$. Between $\alpha=1$ and $\alpha=0.1$ at this pressure, the density at the centre falls by the factor $317/548\approx0.58$, since $n=p/(kT)$.

The constant $K$ is a rough assumption when the gas is much hotter than the wall. It affects the conduction rise, which is 8~K here. The jump~\eqref{eq:jump2} does not contain $K$ at all. A dependence of $\alpha$ on gas temperature would change the jump itself, and it is not included.

\subsection{How much the Knudsen layer changes}

The remaining approximation is the use of the bulk distribution at the wall. Its error can be found within the BGK model by solving the kinetic equation through the Knudsen layer. For small temperature differences write $f=f_0(1+h)$, where $f_0$ is the Maxwellian at $T_w$. Let $\nu$ and $\theta$ be the relative changes of density and temperature, and measure $x$ in units of $v_0\tau$. Linearizing the local Maxwellian gives $\nu+(c^2-\tfrac32)\theta$, so that
\begin{equation}
c_x\frac{\partial h}{\partial x}=\nu+\left(c^2-\frac32\right)(\theta+S)-h .
\label{eq:linear}
\end{equation}
The term with $S$ is the heating. It adds no molecules, because $\langle c^2-\tfrac32\rangle=0$. It adds energy at the rate $Q=(p/\tau)S\langle c^2(c^2-\tfrac32)\rangle=3pS/(2\tau)$. The walls reflect a fraction $1-\alpha$ of the molecules like a mirror and re-emit the fraction $\alpha$ as a Maxwellian at the wall temperature, which gives the energy accommodation coefficient $\alpha$.

I solved equation~\eqref{eq:linear} numerically with 24 values of $|c_x|$ in each direction and 240 cells across the gap. The transverse velocities were integrated out beforehand, and the streaming through each cell was integrated analytically with $\nu$ and $\theta$ constant in the cell.

The jump length follows from a gap without heating, $10\,v_0\tau$ wide, between walls of slightly different temperature. The flux is $K\Delta T/(L+2\zeta)$, where $\Delta T$ is the wall temperature difference and $\zeta$ the true jump length of the model. For comparison, $K=\tfrac52(k/m)p\tau$ in the formula for $g$ gives $g=\tfrac{2-\alpha}{\alpha}\,\tfrac{5\sqrt\pi}{8}\,v_0\tau$. The calculated ratio $\zeta/g$ is 1.17 for $\alpha=1$ on this mesh (1.176 in the limit of a fine mesh and a wide gap), 1.06 for $\alpha=0.3$ and 1.02 for $\alpha=0.1$.

The improvement at small $\alpha$ has a simple reason. Write the incident energy flux as $2kT_g\Gamma+\kappa q$, where Maxwell's argument sets $\kappa=\tfrac12$. The wall balance then gives
\begin{equation}
T_g-T_w=\left(\frac1\alpha-\kappa\right)\frac{q}{2k\Gamma}.
\end{equation}
The Knudsen layer alters $\kappa$, while the term $1/\alpha$ stays. The calculated jump lengths correspond to $\kappa=0.41$, $0.34$ and $0.32$ for the three values of $\alpha$. An error of this size in $\kappa$ loses weight as $1/\alpha$ grows.

The heated gap shows the error of the complete formula for the centre. With $K$ matched to the example, $L$ is $18.4\,v_0\tau$ at 5~Pa and $3.7\,v_0\tau$ at 1~Pa. The kinetic centre rise exceeds the linear form of the simple result, $b+QL^2/(8K)$, by these fractions of the latter:

\begin{center}
\begin{tabular}{ccc}
$\alpha$ & 5~Pa & 1~Pa\\
\hline
1.0 & 6\% & 31\%\\
0.3 & 4\% & 9\%\\
0.1 & 2\% & 3\%
\end{tabular}
\end{center}

At 1~Pa and $\alpha=1$ the simple rise of 17~K should be read as roughly 23~K. The longer jump length accounts for less than 2~K of the difference. The rest contains the direct effect of the heating on the distribution, which the simple formula omits, and the influence of the two Knudsen layers on the centre of a narrow gap. These contributions are not separated here, and they need not have the same sign. The excess also depends on how the heating is shared among the velocity components. The table holds for the isotropic term in equation~\eqref{eq:linear}; the same $Q$ fed only into the motion normal to the walls changes the 31\% to about 20\%, and fed only into the transverse motion to about 37\%. For $\alpha=0.1$ at the same pressure the linear error is small. The 240~K jump itself lies outside the linear calculation, and its support is the smallness of $q/(pv_0)$, which is 0.035 with $v_0$ taken at $T_w$.

The formula fails when $L$ is no longer large compared with $v_0\tau$ and $\alpha$ is near one, since molecules then cross a sizeable part of the gap between collisions, and the bulk distribution~\eqref{eq:ce} is not established. A small $\alpha$ postpones this failure to narrower gaps but does not remove it. The formula also does not cover molecules with internal energy, which would need its own accommodation coefficient at the wall.
